# Sublimation enthalpy and lattice energy of rigid nonlinear molecules, part 2

How does the molar sublimation enthalpy \(\Delta H_{\rm sub}\) of an ordered crystal of rigid molecules follow from its lattice energy, and how accurate is the classical answer? The lattice energy \(E_{\rm latt}<0\) is the static energy of the crystal per mole of molecules, relative to separated molecules at rest. The vapour is an ideal gas. Here \(k\) is Boltzmann's constant, \(N_A\) Avogadro's constant, \(R=N_Ak\), \(h\) Planck's constant and \(\hbar=h/2\pi\); in \(hc\), \(c\) is the speed of light.

With \(U_{\rm gas}\) and \(U_{\rm cr}\) the molar internal energies, and the crystal's \(pV_{\rm cr}\) neglected,

\[
\Delta H_{\rm sub}=U_{\rm gas}+RT-U_{\rm cr}. \tag{1}
\]

Let \(q\) be the column of the \(n\) displacements (shifts and turns) that cost energy. Near the static minimum \(U_0\), the potential energy is \(U_{\rm pot}=U_0+\tfrac12 q^{\mathsf T}\Phi q\), with \(\Phi\) symmetric and positive definite. If \(Z_q\) is the integral of the Boltzmann weight \(e^{-(U_{\rm pot}-U_0)/kT}\) over \(q\), substituting \(q=\sqrt{kT}\,y\) gives

\[
\left\langle\tfrac12q^{\mathsf T}\Phi q\right\rangle
=kT^2\frac{d\ln Z_q}{dT}
=kT^2\cdot\frac{n}{2T}=\frac n2kT . \tag{2}
\]

A molecule's orientation is given by angles \(\phi,\theta,\psi\) with conjugate momenta \(P\). Its rotational kinetic energy is \(\tfrac12P^{\mathsf T}G^{-1}P\), and its principal moments of inertia are \(I_1,I_2,I_3\). The momentum integral of Entry 3 is

\[
\int e^{-P^{\mathsf T}G^{-1}P/2kT}\,d^3P=(2\pi kT)^{3/2}\sqrt{\det G},
\]

where \(\sqrt{\det G}=\sqrt{I_1I_2I_3}\,\sin\theta\) is the orientation weight.

For classical small oscillations, a nonlinear molecule gives the vapour enthalpy \(4RT\) and the crystal energy

\[
U_{\rm cr}=E_{\rm latt}+3RT+3RT=E_{\rm latt}+6RT . \tag{4}
\]

For \(f\) coordinates per molecule (6 nonlinear, 5 linear, 3 atom), the classical rule is

\[
\Delta H_{\rm sub}
=\frac f2RT+RT-E_{\rm latt}-fRT
=-E_{\rm latt}+\left(1-\frac f2\right)RT , \tag{5}
\]

which is \(-E_{\rm latt}-2RT\) for nonlinear molecules. The first assumption to examine is that the oscillations are small.

### Entry 6: larger oscillations

Keep the crystal volume fixed for the moment. Beyond the quadratic form, the potential energy has cubic and quartic terms \(U_3(q)\) and \(U_4(q)\). With \(q=\sqrt{kT}\,y\), the exponent is

\[
\frac{U_{\rm pot}-U_0}{kT}
=\tfrac12y^{\mathsf T}\Phi y+\sqrt{kT}\,U_3(y)+kT\,U_4(y)+\dots
\]

The orientation weight has a similar expansion in powers of \(\sqrt{kT}\,y\). Every term of order \(\sqrt{kT}\) is odd in \(y\) and averages to zero over the even Gaussian weight. The first surviving correction is of order \(kT\), so that

\[
\ln Z_q={\rm const}+\frac n2\ln(kT)+c\,kT+\dots
\]

with a constant \(c\) set by the anharmonic terms and the orientation weight. Applying \(kT^2\,d/dT\) gives

\[
\langle U_{\rm pot}\rangle-U_0=\frac n2kT+c\,(kT)^2+\dots
\]

Relative to the leading term, the correction vanishes in proportion to \(T\).

A six-dimensional integral tests this for a bent molecule whose three atoms are tied by springs to fixed points. The springs are harmonic, so the only departure from a Gaussian integral comes from the finite size of the rotations. How that departure is divided between anharmonic terms and the orientation weight depends on the coordinates. With shifts measured at the spring-weighted centre of the atoms and the rotation described by the vector part \(\eta\) of its unit quaternion, the potential is exactly quadratic and the whole excess comes from the weight \(1/\sqrt{1-|\eta|^2}\). The model therefore tests the order of the correction, not the anharmonic forces of a real crystal. Here \(n=6\), so the expected leading value is \(3kT\). At \(kT=0.004\) in the units of the model the mean potential energy is \(3.00228\,kT\), and at \(kT=0.002\) it is \(3.00114\,kT\). The excess over 3 halves with the temperature.

A crystal that is free to expand needs one more step. At any fixed volume \(V\) near the static equilibrium volume \(V_0\), the quadratic approximation gives a thermal energy of \(6RT\) above the static energy \(E(V)\). Therefore

\[
\Delta H_{\rm sub}=-E(V)-2RT ,
\]

with \(E(V)\) taken at the volume the crystal has at temperature \(T\). That volume minimizes the free energy. In the classical harmonic approximation with \(\nu_j\) the six lattice frequencies per molecule, the free energy is \(E(V)+RT\sum_j\ln(h\nu_j/kT)\), a form derived in Entry 8. Expanding \(E(V)=E_{\rm latt}+\frac12E''(V-V_0)^2\) and setting the derivative to zero gives, to leading order,

\[
E''(V-V_0)=-RT\sum_j\frac{d\ln\nu_j}{dV}.
\]

The expansion is proportional to \(T\), and the change in static energy is proportional to \(T^2\). It is thus of the same order as the anharmonic correction at fixed volume. Since \(E(V)\ge E_{\rm latt}\) near the minimum, this part lowers the sublimation enthalpy.

### Entry 7: quantum vibrations and zero-point energy

Cooling reduces the anharmonic error but eventually violates the classical assumption. A quantum oscillator of frequency \(\nu\) has levels \((v+\frac12)h\nu\). With \(x=h\nu/kT\), its partition sum is a geometric series:

\[
z=e^{-x/2}\sum_{v=0}^{\infty}e^{-vx}
=\frac{e^{-x/2}}{1-e^{-x}}=\frac{1}{2\sinh(x/2)} .
\]

Since \(dx/dT=-x/T\), the mean energy is

\[
\varepsilon=kT^2\frac{d\ln z}{dT}
=kT^2\left(-\tfrac12\coth\frac x2\right)\left(-\frac xT\right)
=\frac{h\nu}{2}\coth\frac x2 .
\]

For small \(y\),

\[
\coth y=\frac{1+y^2/2+\dots}{y\,(1+y^2/6+\dots)}
=\frac1y\left(1+\frac{y^2}{3}+\dots\right).
\]

Setting \(y=x/2\) and using \(h\nu=xkT\) gives

\[
\varepsilon=kT\left(1+\frac{x^2}{12}+\dots\right). \tag{6}
\]

There is no separate term \(\frac12h\nu\) in this expansion. The classical value \(kT\) already includes the zero-point energy, because the thermal excitation above the ground level is smaller than \(kT\) by just \(\frac12h\nu\) at leading order. Subtracting the zero-point energy from \(-E_{\rm latt}-2RT\) would count it twice.

With six modes per molecule, equation (6) raises the energy of the crystal and lowers the sublimation enthalpy:

\[
\Delta H_{\rm sub}=-E_{\rm latt}-2RT-\frac{RT}{12}\sum_{j=1}^{6}x_j^2+\dots \tag{7}
\]

If the frequencies vary with wavevector, the sum is replaced by its average over the wavevectors.

The sign of the correction holds at every temperature in the harmonic model with a classical vapour. Since \(\tanh y<y\) for \(y>0\), we have \(y\coth y>1\), and each quantum oscillator has more energy than \(kT\). The classical rule is then an upper bound on \(\Delta H_{\rm sub}\).

The opposite limit is also informative. As \(T\to0\), \(\coth(x/2)\to1\), and the crystal keeps the zero-point energy \(E_{\rm ZP}=\frac12N_A\sum_jh\nu_j\). The enthalpy tends to \(-E_{\rm latt}-E_{\rm ZP}\), whereas the classical rule extrapolates to \(-E_{\rm latt}\).

### Entry 8: the same count seen in the vapour pressure

At equilibrium a molecule has the same chemical potential \(\mu\) in the vapour and in the crystal. Equating the two gives the vapour pressure, whose temperature dependence offers a second route to the enthalpy.

For \(N\) gas molecules of mass \(m\) in a volume \(V\), the partition function is \(z^N/N!\), with

\[
z=\frac{V}{\Lambda^3}\,q_{\rm rot},\qquad
\Lambda=\frac{h}{\sqrt{2\pi mkT}} .
\]

The factor \(\Lambda^{-3}\) is the integral over the three centre-of-mass momenta divided by \(h^3\). The rotational factor follows from the momentum integral of Entry 3:

\[
q_{\rm rot}=\frac{(2\pi kT)^{3/2}\sqrt{I_1I_2I_3}}{h^3}
\int_0^{2\pi}\!d\phi\int_0^{\pi}\!\sin\theta\,d\theta\int_0^{2\pi}\!d\psi .
\]

The angular integral is \(2\pi\cdot2\cdot2\pi=8\pi^2\), for a molecule without rotational symmetry. What matters below is that \(q_{\rm rot}\propto T^{3/2}\). A symmetry number would change the constant factor but not this power.

With Stirling's formula \(\ln N!\approx N\ln N-N\), the free energy is \(-kT(N\ln z-N\ln N+N)\). Differentiating with respect to \(N\) at fixed \(V\) and \(T\) gives \(\mu_{\rm gas}=-kT\ln(z/N)\). Inserting \(V/N=kT/p\),

\[
\mu_{\rm gas}=-kT\ln\frac{kT\,q_{\rm rot}}{p\,\Lambda^3}.
\]

In the crystal each mode has the partition sum \(1/[2\sinh(x/2)]\), which tends to \(1/x=kT/h\nu\) in the classical limit. With \(pV_{\rm cr}\) neglected, the chemical potential is the free energy per molecule:

\[
\mu_{\rm cr}=\frac{E_{\rm latt}}{N_A}+kT\sum_{j=1}^{6}\ln\frac{h\nu_j}{kT}.
\]

Setting \(\mu_{\rm gas}=\mu_{\rm cr}\), dividing by \(-kT\) and taking exponentials gives

\[
\frac{kT\,q_{\rm rot}}{p\,\Lambda^3}
=e^{-E_{\rm latt}/RT}\prod_{j=1}^{6}\frac{kT}{h\nu_j},
\]

and therefore

\[
p=\frac{kT}{\Lambda^3}\,q_{\rm rot}
\left(\prod_{j=1}^{6}\frac{h\nu_j}{kT}\right)e^{E_{\rm latt}/RT}. \tag{8}
\]

The exponential is small because \(E_{\rm latt}<0\). The prefactor contains \(T\) from \(kT\), \(T^{3/2}\) from translation, \(T^{3/2}\) from rotation and \(T^{-6}\) from the lattice:

\[
p\propto T^{\,1+3/2+3/2-6}\,e^{E_{\rm latt}/RT}
=T^{-2}e^{E_{\rm latt}/RT}.
\]

To connect this with the enthalpy, follow the equilibrium line. A change of temperature and pressure along it must change both chemical potentials equally. With molar entropies \(S\) and volumes \(V\),

\[
-S_{\rm gas}\,dT+V_{\rm gas}\,dp=-S_{\rm cr}\,dT+V_{\rm cr}\,dp .
\]

At equilibrium \(S_{\rm gas}-S_{\rm cr}=\Delta H_{\rm sub}/T\). Neglecting \(V_{\rm cr}\) and using \(V_{\rm gas}=RT/p\) gives the Clausius–Clapeyron equation,

\[
\frac{d\ln p}{dT}=\frac{\Delta H_{\rm sub}}{RT^2}. \tag{9}
\]

From equation (8), \(\ln p={\rm const}-2\ln T+E_{\rm latt}/RT\). Hence

\[
\Delta H_{\rm sub}=RT^2\left(-\frac2T-\frac{E_{\rm latt}}{RT^2}\right)
=-E_{\rm latt}-2RT .
\]

The energy count and the power of temperature in the vapour pressure are the same fact. The frequencies and moments of inertia enter only the constant factor of equation (8), so in the classical limit they don't affect the enthalpy. Nor are they independent of each other. For a given potential energy, the product of the six frequencies (its geometric mean over wavevectors, in a large crystal) is proportional to \(1/(m^{3/2}\sqrt{I_1I_2I_3})\), which cancels the same factors from translation and rotation. The classical vapour pressure therefore depends on the forces between the molecules but not on their masses or moments of inertia.

### Entry 9: a model substance at 400 K

Take a model substance with \(E_{\rm latt}=-100.0\) kJ/mol and a molecular mass of 300 u. Its moments of inertia are 1500, 1500 and 2000 u Å², and it has no rotational symmetry. The six lattice modes have wavenumbers 30, 40, 50, 60, 70 and 80 cm⁻¹, independent of wavevector. These are round parameters, not those of a particular compound.

At 400 K, \(kT/hc=278.0\) cm⁻¹, well above all six modes. The rotational temperatures \(\hbar^2/2I_ik\) are at most about 0.016 K, so the free rotation is classical too. Explicit sums over quantum levels give \(1.500RT\) for the translational energy, \(1.500RT\) for the rotational energy and \(1.000RT\) for \(pV\), to the digits shown. Their sum is the \(4RT\) of the classical count.

With \(RT=3.326\) kJ/mol, the energy budget is

\[
4RT=13.303\ \text{kJ/mol},\qquad 6RT=19.955\ \text{kJ/mol},
\]

and the rule gives

\[
\Delta H_{\rm sub}=100.0-6.652=93.348\ \text{kJ/mol},
\]

or 0.9675 eV per molecule. Read backwards, an enthalpy of 93.348 kJ/mol at 400 K implies \(-E_{\rm latt}=93.348+6.652=100.0\) kJ/mol. Equating the lattice energy directly with the enthalpy would miss 6.652 kJ/mol.

The quantum correction follows from equation (7). The squares of the six wavenumbers add up to 19900 cm⁻², so

\[
\sum_jx_j^2=\frac{19900}{278.0^2}=0.2575,
\]

\[
-\frac{RT}{12}\sum_jx_j^2=-\frac{3.326\times0.2575}{12}
=-0.071\ \text{kJ/mol}.
\]

The corrected enthalpy is \(93.348-0.071=93.277\) kJ/mol. The independent test takes the vapour pressure from sums over gas levels and quantum lattice oscillators, and differentiates it numerically according to equation (9). It also gives 93.277 kJ/mol.

The zero-point energy is 1.974 kJ/mol. Subtracting it from the classical result would give 91.375 kJ/mol, too low by nearly 2 kJ/mol. For these soft modes at 400 K the actual quantum correction is far smaller, because the classical \(6RT\) already contains the zero-point part.

The same slope test was made for the other two values of \(f\), with the same lattice energy and the lowest five or three modes:

| Molecule | Rule (kJ/mol) | Slope (kJ/mol) |
|---|---:|---:|
| Atom | 98.337 | 98.319 |
| Linear | 95.011 | 94.963 |
| Nonlinear | 93.348 | 93.277 |

In each case the difference agrees with the leading quantum correction within the test's tolerance of 0.002 kJ/mol.

The vapour pressure from equation (8) is 1311 Pa, and the quantum sums give 1325 Pa. The ratio is 1.0108. Its origin is the replacement of \(x\) by \(2\sinh(x/2)=x(1+x^2/24+\dots)\) for each mode, which gives a leading factor of \(1+0.2575/24=1.0107\). Quantum motion raises the free energy of the crystal and makes this model slightly more volatile.

The volume neglected in equation (1) can now be checked. For a crystal of 200 cm³/mol at this pressure, \(pV_{\rm cr}=0.265\) J/mol, less than one part in ten thousand of \(RT\).

### Entry 10: cooling the model

The harmonic quantum crystal with a classical vapour gives the following enthalpies, in kJ/mol:

| \(T\) (K) | Quantum | Rule | Difference |
|---:|---:|---:|---:|
| 20 | 98.581 | 99.667 | 1.087 |
| 50 | 98.629 | 99.169 | 0.539 |
| 100 | 98.056 | 98.337 | 0.281 |
| 200 | 96.532 | 96.674 | 0.142 |
| 400 | 93.277 | 93.348 | 0.071 |

The difference roughly doubles each time the temperature is halved from 400 K to 100 K. This follows from equation (7), where \(RTx^2\propto1/T\). At 20 K the thermal energy is below every lattice quantum, and the leading correction alone is no longer accurate: it gives 1.427 kJ/mol instead of 1.087 kJ/mol.

The quantum enthalpy isn't monotonic. It starts from 98.026 kJ/mol at absolute zero, rises to a maximum of 98.687 kJ/mol near 35 K, and then falls. The reason is visible in its derivative,

\[
\frac{d\Delta H_{\rm sub}}{dT}=4R-C_{\rm cr}(T),
\]

where \(C_{\rm cr}\) is the heat capacity of the lattice. At low temperature the lattice modes are frozen and \(C_{\rm cr}\) is near zero, so the \(4RT\) of the vapour makes the enthalpy rise. As the modes become active, \(C_{\rm cr}\) climbs towards \(6R\). The enthalpy has its maximum where \(C_{\rm cr}=4R\), and its slope tends to the classical value \(-2R\) at higher temperature.

For this model the quantum error at 400 K is small beside the thermal term of 6.652 kJ/mol. The table says nothing about anharmonicity or thermal expansion, which the harmonic crystal at fixed volume leaves out and which grow on heating. The expansion term of Entry 6 is \(\frac12BV(\Delta V/V)^2\), with \(B\) the bulk modulus. For \(B=7\) GPa, \(V=200\) cm³/mol and an expansion of 3% it is 0.63 kJ/mol, about nine times the quantum correction found here. The rule therefore needs a temperature window: high enough for the lattice modes to be classical, and low enough for the molecules to remain close to their equilibrium positions and orientations. The model has soft modes, and stiffer ones narrow the window. Six modes at 60, 90, 120, 160, 200 and 250 cm⁻¹ give a quantum error of 0.73 kJ/mol at 298 K. Light hydrogen-bonded molecules can have librations of several hundred cm⁻¹: modes at 60, 160, 230, 550, 700 and 850 cm⁻¹ give an error of 6.9 kJ/mol at 273 K, more than \(2RT\) itself. For such crystals the window can be empty, and the rule shouldn't be used. The complete values are in the numerical output.

## Computed values

```
Lattice energy: -100.0 kJ/mol
Temperature: 400 K
Molecular mass: 300 u
Moments of inertia: 1500 1500 2000 u angstrom^2
Lattice modes: 30 40 50 60 70 80 cm^-1
Molar volume of crystal: 200 cm^3/mol
kT/hc: 278.0 cm^-1
Rotational temperatures: 0.01617 0.01617 0.01213 K
Coordinates, bent/linear/atom: 6 5 3
Crystal test: 8 molecules, 45 vibrations
Gas translation, level sum: 1.5001 RT
Gas rotation, level sum: 1.5000 RT
Gas pV, level sum: 1.0001 RT
Cage potential energy at kT = 0.004 (model units): 3.00228 kT
Cage potential energy at kT = 0.002 (model units): 3.00114 kT
RT: 3.326 kJ/mol
Gas enthalpy 4RT: 13.303 kJ/mol
Crystal thermal energy 6RT: 19.955 kJ/mol
Crystal thermal energy, quantum: 20.026 kJ/mol
Zero-point part of it: 1.974 kJ/mol
Term -2RT: -6.652 kJ/mol
dH_sub nonlinear: rule 93.348, slope 93.277 kJ/mol
dH_sub linear: rule 95.011, slope 94.963 kJ/mol
dH_sub atom: rule 98.337, slope 98.319 kJ/mol
dH_sub nonlinear, rule: 0.9675 eV
Leading quantum correction: -0.071 kJ/mol
Zero-point counted twice: 91.375 kJ/mol
Vapour pressure, classical: 1311.3 Pa
Vapour pressure, quantum sums: 1325.4 Pa
Pressure ratio quantum/classical: 1.0108
Neglected crystal pV: 0.265 J/mol
T (K), dH quantum, dH rule, rule minus quantum (kJ/mol):
20  98.581  99.667  1.087
50  98.629  99.169  0.539
100  98.056  98.337  0.281
200  96.532  96.674  0.142
400  93.277  93.348  0.071
Quantum limit at 0 K: 98.026 kJ/mol
```
